# Steady Nucleation Flux Ahead of a Regrowth Front

Ion implantation can leave an amorphous layer on a crystalline substrate. During annealing the substrate crystal grows back into the layer, while small crystallites may nucleate inside it. If many of them form before the front arrives, the layer does not become a single crystal. This problem finds the rate at which they form.

**Model and conventions.** An $n$-cluster is a crystalline cluster of $n$ atoms surrounded by amorphous material, and $f_n$ is the mean number of such clusters per volume. A cluster gains one atom at rate $\beta_n>0$ and loses one at rate $\alpha_n>0$. Both are rates per cluster and are constant in time. Clusters do not merge or split. The density $f_1$ is held at a fixed value $C_1$, and a cluster that reaches size $N$ is removed and counted as a crystallite, so $f_N=0$. The flux $J_n$ is the net number of clusters per volume and time passing from size $n$ to $n+1$.

## (a) Detailed balance

Write $J_n$ and the balance equation for $f_n$. Then define a reference population for which every flux vanishes, and use it to eliminate the detachment rates.

**Solution.** Clusters of size $n$ move up at rate $\beta_n$, and those of size $n+1$ move down at rate $\alpha_{n+1}$:

$$J_n=\beta_n f_n-\alpha_{n+1}f_{n+1},\qquad 1\le n\le N-1.$$

Size $n$ is filled by $J_{n-1}$ and emptied by $J_n$, so

$$\frac{df_n}{dt}=J_{n-1}-J_n,\qquad 2\le n\le N-1.$$

The zero-flux population $C_n$ satisfies

$$\beta_nC_n=\alpha_{n+1}C_{n+1}.$$

Starting from $C_1$, this fixes every $C_n$ in turn. It is a reference, not the population of the driven layer: beyond the critical size it grows without limit. Inserting $\alpha_{n+1}=\beta_nC_n/C_{n+1}$ gives

$$J_n=\beta_nC_n\left(\frac{f_n}{C_n}-\frac{f_{n+1}}{C_{n+1}}\right).$$

The flux is driven by a difference of the ratio $f_n/C_n$, as a current is driven by a difference of potential. The conductance of the step is $\beta_nC_n$.

## (b) The steady flux

Find the steady flux and the steady populations. What does the ratio $f_n/C_n$ mean for a single cluster? Check the case of negligible detachment.

**Solution.** In a steady state $df_n/dt=0$, so $J_{n-1}=J_n$ and all fluxes share one value $J$. With $g_n=f_n/C_n$ in this state,

$$\frac{J}{\beta_nC_n}=g_n-g_{n+1}.$$

The division by $\beta_nC_n$ must precede the summation, because it leaves a right-hand side whose intermediate terms cancel:

$$J\sum_{n=1}^{N-1}\frac1{\beta_nC_n}=(g_1-g_2)+\dots+(g_{N-1}-g_N)=g_1-g_N.$$

The boundary conditions are $g_1=C_1/C_1=1$ and $g_N=0$. Therefore

$$\boxed{J=\left[\sum_{n=1}^{N-1}\frac{1}{\beta_nC_n}\right]^{-1}}$$

No continuum or saddle-point approximation has entered. Summing from $n$ to $N-1$ instead gives the population:

$$g_n=J\sum_{k=n}^{N-1}\frac1{\beta_kC_k},\qquad f_n=g_nC_n.$$

The terms $1/(\beta_nC_n)$ add like resistances in series, and the largest ones control the flux.

To interpret $g_n$, let $p_n$ be the probability that an $n$-cluster shrinks to size 1 before it reaches $N$. Its next event is a gain with probability $\beta_n/(\beta_n+\alpha_n)$ and otherwise a loss, so

$$(\beta_n+\alpha_n)p_n=\beta_np_{n+1}+\alpha_np_{n-1},$$

$$\beta_n(p_n-p_{n+1})=\alpha_n(p_{n-1}-p_n).$$

Multiply by $C_n$ and use $\alpha_nC_n=\beta_{n-1}C_{n-1}$. Then $\beta_nC_n(p_n-p_{n+1})$ is the same for all $n$. Since $p_1=1$ and $p_N=0$, these are the equations and end values of $g_n$. Hence $g_n=p_n$, the probability of shrinking away.

If all $\alpha_n\to0$ at fixed $\beta_n$ and $C_1$, then $C_2,C_3,\dots\to\infty$. Only the first resistance survives and $J\to\beta_1C_1$: every first attachment leads to a crystallite.

## (c) Cluster energies and the removal size

Take compact spherical clusters with interface energy $\sigma$ per area, atomic volume $v$ and free-energy gain $\Delta\mu$ per crystallized atom. Let each of about $4n^{2/3}$ surface sites accept atoms at jump rate $k_j$. Find the critical size and barrier. When does a flux survive as $N\to\infty$?

**Solution.** From $nv=4\pi r^3/3$ the surface area is $4\pi r^2=s_1n^{2/3}$, with $s_1=(36\pi)^{1/3}v^{2/3}$. With $a=\sigma s_1$,

$$W_n=an^{2/3}-n\Delta\mu,\qquad C_n=\frac1v e^{-W_n/kT},\qquad \beta_n=4n^{2/3}k_j.$$

This assigns an energy $W_1=a-\Delta\mu$ to a one-atom cluster. Thus $C_1$ counts rare crystal-like sites, not all atoms. Macroscopic interface energy is being used at atomic size here, and part (g) gives the cost of that choice.

Treating $n$ as continuous, the maximum of $W$ follows from

$$W'(n)=\tfrac23an^{-1/3}-\Delta\mu=0
\quad\Rightarrow\quad n^*=\left(\frac{2a}{3\Delta\mu}\right)^3.$$

At this size $a(n^*)^{-1/3}=\tfrac32\Delta\mu$, so

$$W^*=n^*\left[a(n^*)^{-1/3}-\Delta\mu\right]=\tfrac12n^*\Delta\mu.$$

For the limit of large $N$, compare successive terms of the sum:

$$\frac{\beta_nC_n}{\beta_{n+1}C_{n+1}}=\left(\frac{n}{n+1}\right)^{2/3}e^{(W_{n+1}-W_n)/kT}\to e^{-\Delta\mu/kT}.$$

For $\Delta\mu>0$ this limit is below one, so the sum converges and $J$ has a non-zero limit $J_\infty$. For $\Delta\mu\le0$, $W_n$ grows without bound, the terms themselves diverge, and $J\to0$: without a driving force there is no steady nucleation.

A finite $N$ leaves out positive terms, so $J_N>J_\infty$. The omitted part is

$$r_N=J_\infty\sum_{n=N}^{\infty}\frac1{\beta_nC_n},\qquad \frac{J_\infty}{J_N}=1-r_N.$$

By part (b), $r_N$ is the probability that a cluster of size $N$, if left in place, would still shrink away. A good removal size makes $r_N$ small.

## (d) A high barrier

Estimate the sum when $W^*\gg kT$ and the barrier top spans many sizes.

**Solution.** Expand about $n^*$, where the first derivative vanishes. The second derivative is

$$W''(n^*)=-\tfrac29a(n^*)^{-4/3}=-\frac{\Delta\mu}{3n^*},$$

where $a=\tfrac32\Delta\mu(n^*)^{1/3}$ was used. With $x=n-n^*$, $\beta^*=\beta_{n^*}$ and $C^*=C_{n^*}$,

$$\frac1{\beta_nC_n}\approx\frac1{\beta^*C^*}\exp\left(-\frac{|W''|x^2}{2kT}\right).$$

The slow variation of $\beta_n$ has been dropped. Replacing the sum by a Gaussian integral over all $x$ gives

$$\frac1J\approx\frac1{\beta^*C^*}\sqrt{\frac{2\pi kT}{|W''|}},$$

$$J\approx Z\beta^*C^*,\qquad Z=\sqrt{\frac{|W''|}{2\pi kT}}=\sqrt{\frac{\Delta\mu}{6\pi kTn^*}}.$$

Here $Z$ is the Zeldovich factor. The derivation assumes a high barrier whose top spans many sizes. For the energies and rates of (c) the estimate is more robust than that: it stays within a few per cent of the sum for $n^*=3$ at $W^*=10kT$, and for $n^*=45$ with $W^*$ as low as $kT$. It is no longer controlled when the top is narrower than about one size ($Z$ of order one) or when $W^*$ lies well below $kT$. The sum in (b) solves the rate model in all these cases, although the capillarity energies become doubtful for clusters of a few atoms.

## (e) How long until the flux is steady?

At $t=0$ the layer holds no clusters with $n\ge2$. Show that the steady state is approached, and find the delay $\tau$ for which the number of crystallites per volume becomes $J(t-\tau)$ at late times.

**Solution.** Let $f_n$ and $g_n$ keep their steady values and call the evolving density $f_n(t)$. The deficit $\delta_n=f_n-f_n(t)$ obeys the same linear balance equations with $\delta_1=\delta_N=0$. Put $\gamma_n=\delta_n/C_n$ and let $j_n=\beta_nC_n(\gamma_n-\gamma_{n+1})$ be its flux. Then

$$\frac{d}{dt}\sum_{n=2}^{N-1}\frac{\delta_n^2}{2C_n}=\sum_{n=2}^{N-1}\gamma_n(j_{n-1}-j_n)=-\sum_{n=1}^{N-1}\beta_nC_n(\gamma_n-\gamma_{n+1})^2.$$

The last step collects the factors of each $j_n$ and uses $\gamma_1=\gamma_N=0$. The right side is negative unless all $\gamma_n$ are equal, hence zero. The deficit therefore decays to zero. It starts positive and stays non-negative, because transfers between sizes cannot make a density negative. The flux into size $N$ thus never exceeds $J$ during this transient.

For the delay, weight each cluster by its probability of success, $q_n=1-g_n$, with $q_1=0$ and $q_N=1$:

$$\frac{d}{dt}\sum_{n=2}^{N-1}q_nf_n(t)=\sum_{n=2}^{N-1}q_n\left[J_{n-1}(t)-J_n(t)\right]$$

$$=\sum_{n=1}^{N-1}(q_{n+1}-q_n)J_n(t)-J_{N-1}(t).$$

Since $q_{n+1}-q_n=g_n-g_{n+1}=J/(\beta_nC_n)$, the last sum equals

$$J\sum_{n=1}^{N-1}\left[\frac{f_n(t)}{C_n}-\frac{f_{n+1}(t)}{C_{n+1}}\right]=J(1-0)=J.$$

Integrate over all times. The weighted sum rises from zero to its steady value, while the right side gives $\int_0^\infty[J-J_{N-1}(t)]\,dt=J\tau$. Hence

$$\tau=\frac1J\sum_{n=2}^{N-1}f_n(1-g_n).$$

This delay includes the growth time up to size $N$, so it depends on $N$.

## (f) Competition with the front

Find the growth speed $u$ of a large cluster. Give the planar front the same speed, and find the number of crystallites per area formed before it crosses a layer of thickness $h$. Estimate their volume fraction at the end.

**Solution.** For large $n$, $\alpha_n=\beta_{n-1}e^{(W_n-W_{n-1})/kT}\to\beta_ne^{-\Delta\mu/kT}$. The mean growth is

$$\frac{dn}{dt}=4n^{2/3}k_j\left(1-e^{-\Delta\mu/kT}\right).$$

The volume obeys $v\,dn/dt=s_1n^{2/3}\,dr/dt$, so $n^{2/3}$ cancels:

$$u=\frac{dr}{dt}=\frac{4vk_j}{s_1}\left(1-e^{-\Delta\mu/kT}\right).$$

Giving the front this speed is a model assumption; a real planar front may have other attachment sites.

Material at height $z$ above the initial interface remains amorphous for a time $z/u$. With the delay and the volume already taken by crystallites neglected,

$$M=\int_0^hJ\frac zu\,dz=\frac{Jh^2}{2u}.$$

A crystallite born at time $s$ has radius $u(t-s)$ at time $t$, if its starting radius is neglected. Adding volumes without correcting for overlap gives the extended fraction

$$X=\int_0^tJ\frac{4\pi}{3}u^3(t-s)^3ds=\frac\pi3Ju^3t^4.$$

At $t=h/u$ this is $X=\pi Jh^4/(3u)$. It is a bulk formula. For the layer it is an upper estimate within the model: below the surface the front arrives before $h/u$, and at the surface half of the counted nuclei would lie outside the layer. The overestimate is large. At height $z$ the front arrives at $z/u$, so the local extended fraction is at most $\pi Jz^4/(3u)$, and the average of this bound over the layer is only $X/5$.

## (g) A furnace anneal

Evaluate the model at $T=873$ K for $h=200$ nm, $v=0.020\ \mathrm{nm^3}$, $\Delta\mu=0.10$ eV, $\sigma=1.5\ \mathrm{eV/nm^2}$ and $N=150$. Use $k_j=\nu e^{-Q/kT}$ with $Q=2.7$ eV and $\nu=2\times10^{16}\ \mathrm{s^{-1}}$, a prefactor that includes activation entropy. How firm is the result?

**Solution.** With $kT=0.07523$ eV and $s_1=0.3563\ \mathrm{nm^2}$,

$$a=1.5\times0.3563=0.5345\ \mathrm{eV},$$

$$n^*=\left(\frac{2\times0.5345}{3\times0.10}\right)^3=45.2,\qquad W^*=\frac{45.24\times0.10}{2}=2.26\ \mathrm{eV}.$$

The critical radius is 0.60 nm and $W^*/kT=30.1$. The sum of the 149 terms is $2.213\times10^{-11}\ \mathrm{cm^3\,s}$, so

$$J=\frac1{2.213\times10^{-11}}=4.52\times10^{10}\ \mathrm{cm^{-3}\,s^{-1}}.$$

Solving the steady balance equations directly from the rates gives the same flux, as does following the initially empty layer for 60 s. The high-barrier estimate is

$$Z\beta^*C^*=0.03948\times262.9\times4.374\times10^9=4.54\times10^{10}\ \mathrm{cm^{-3}\,s^{-1}},$$

which is 0.5 % above the sum.

The sizes 32 to 60, whose energies lie within $kT$ of the top, supply 84.9 % of the resistance. Slowing their attachment tenfold at fixed $C_n$ reduces the flux to 0.116 of its value, in agreement with $1/(1+9\times0.849)$. The same change for $n\le15$ leaves 0.998 of it. At $n=45$ the probability of shrinking away is 0.51, so a critical cluster has nearly even prospects. Removal at $N=60$ would overstate $J_\infty$ by 9.3 %, whereas at $N=150$ the return probability is about $10^{-14}$.

The jump rate is $5.18\ \mathrm{s^{-1}}$, which gives $u=0.855$ nm/s and a regrowth time of $200/0.8547=234$ s. The delay is 1.73 s, or 0.74 % of this. Then

$$M=\frac{4.519\times10^{10}\,(2\times10^{-5})^2}{2\times8.547\times10^{-8}}=1.06\times10^8\ \mathrm{cm^{-2}},$$

about one crystallite per square micrometre, and $X=0.089$. In this model the front wins most of the volume, but the regrown layer is not free of crystallites.

**Uncertainty.** The digits above describe the arithmetic of the model, not its predictive accuracy. Raising $\sigma$ by 5 %, with all else fixed, multiplies $J$ by 0.0090. The meaning of a one-atom cluster matters still more. Subtracting $W_1$ from every $W_n$, so that all atoms count as one-atom clusters, multiplies $J$ by $e^{W_1/kT}=322$. The bulk estimate $X$ would then be about 29. Although this overstates the fraction in the layer, crystallites would take more than half of its volume. The outcome of the competition thus rests on a convention that capillarity theory does not settle.

Misfit strain reduces the driving energy. For a bulk modulus $B=100$ GPa and volume misfit $\epsilon=0.02$, forcing the crystal to fill its old volume costs $\tfrac12B\epsilon^2v=2.5$ meV per atom. Elastic relaxation can lower this cost, so it is an upper bound. At the bound $J$ falls to 0.21 of its value. With the original energies $W_n$, including $W_1$, clusters hold 0.355 % of the atoms, so depletion of the amorphous phase by them is small. This does not carry over to the convention with $W_1$ subtracted, where the cluster populations are 322 times larger.

Raising $T$ by 5 K at fixed $\Delta\mu$, $\sigma$, $Q$ and $\nu$ multiplies $J$ by 1.45. Both $M$ and $X$ vary as $J/u$ at fixed $h$. The jump rate cancels from this ratio and the barrier factor $e^{-W^*/kT}$ remains, so in this model a hotter anneal favours nucleation relative to regrowth: $J/u$ rises by a factor 1.19 over the 5 K. This rests on the fixed $\Delta\mu$. A real $\Delta\mu$ falls with temperature, and for these parameters the trend reverses if it falls by more than about $0.7k$ per kelvin.

**Beside a real anneal.** The parameters are round values for furnace regrowth of an implantation-amorphized elemental semiconductor near 600 °C. A front speed of order 1 nm/s is a rough scale for undoped silicon with a (100) surface at this temperature. The delay is not typical: real incubation can last minutes to hours. If it exceeds the 234 s regrowth time, the steady-flux estimate $M\approx10^8\ \mathrm{cm^{-2}}$ is too high for nuclei formed in the bulk. Real fronts also depend on orientation and impurities. If front and crystallites both grew ten times more slowly at unchanged $J$ and $h$, the estimates of $M$ and $X$ would rise tenfold. If only the front slowed tenfold, crystallites would have time to reach radii larger than the layer thickness. The bulk formula $X=\frac\pi3Ju^3t^4$ would then overstate their volume, but they would still fill most of the layer before the front crossed it. Nucleation at the surface and crystallites that survive the implant are outside the model and would add to the count. The numerical output lists the values used here.

## Table of computed values

```
Temperature: 873 K
Thermal energy kT: 0.07523 eV
Atomic volume: 0.020 nm^3
Site density: 5.000e+22 cm^-3
Driving energy per atom: 0.100 eV
Interface energy: 1.50 eV/nm^2
One-atom area s_1: 0.3563 nm^2
Surface coefficient a: 0.5345 eV
Jump barrier: 2.70 eV
Jump prefactor: 2.0e+16 s^-1
Jump rate: 5.1771 s^-1
Removal size N: 150 atoms
Critical size: 45.24 atoms
Critical radius: 0.600 nm
Barrier W*: 2.2619 eV
Barrier W*/kT: 30.07 (no unit)
n | W eV | beta s^-1 | C cm^-3 | 1/(beta C) cm^3 s | f/C
1 | 0.4345 | 20.71 | 1.552e+20 | 3.112e-22 | 1.000e+00
20 | 1.9381 | 152.58 | 3.241e+11 | 2.022e-14 | 9.984e-01
45 | 2.2619 | 261.99 | 4.375e+09 | 8.724e-13 | 5.090e-01
80 | 1.9233 | 384.48 | 3.944e+11 | 6.594e-15 | 1.327e-03
120 | 1.0032 | 503.81 | 8.085e+16 | 2.455e-20 | 3.500e-09
Sum of terms: 2.2130e-11 cm^3 s
Steady flux from sum: 4.5188e+10 cm^-3 s^-1
Flux from balance equations: 4.5188e+10 cm^-3 s^-1
Flux after 60 s evolution: 4.5188e+10 cm^-3 s^-1
Zeldovich factor: 0.03948 (no unit)
Attachment at critical size: 262.92 s^-1
Reference population at critical size: 4.3740e+09 cm^-3
Saddle flux: 4.5405e+10 cm^-3 s^-1
Saddle flux / sum flux: 1.0048
Sizes within kT of top: 32 to 60 atoms
Their share of the sum: 84.9 %
Flux ratio, n<=15 slowed tenfold: 0.9982
Flux ratio, top slowed tenfold: 0.1158
Flux ratio to large-N limit, N=60: 1.092995
Flux ratio to large-N limit, N=80: 1.001329
Flux ratio to large-N limit, N=100: 1.000004
Return probability from N=150: 1.40e-14
Time lag at N=150: 1.730 s
Front speed: 0.8547 nm/s
Layer thickness: 200 nm
Regrowth time: 234.0 s
Lag / regrowth time: 0.74 %
Crystallites before sweep: 1.057e+08 cm^-2
Extended volume fraction at end: 0.0886
Atoms held in clusters n<N: 0.355 %
Flux factor if W_1 is set to zero: 322.3
Strain inputs: 100 GPa, volume misfit 0.02
Strain energy upper bound: 2.497 meV/atom
Flux factor at that strain bound: 0.210
Flux factor, interface energy +5 %: 8.966e-03
Flux factor, temperature +5 K: 1.452
```
